# The optimized effective potential as KLI plus a divergence, part 3

The optimized effective potential (OEP) is the local exchange potential $v$ that makes the Fock-type energy $E$ stationary. The Krieger–Li–Iafrate (KLI) approximation drops $D$ below; localized Hartree–Fock (LHF) drops only $D^{\rm virt}$.

Hartree atomic units are used; equations are for one spin. $h=-\tfrac12\nabla^2+v_s$ has eigenfunctions $\varphi_i$ and eigenvalues $\varepsilon_i$, the lowest $N$ occupied; $v$ is $v_s$ minus the external and Hartree potentials, $n_i=|\varphi_i|^2$, $n=\sum_{i\le N}n_i$, $\bar A_i=\int n_iA\,d^3r$. The exchange energy $E_x$ defines $\hat K$:

$$\frac{\delta E_x}{\delta\varphi_i^*(\mathbf r)}=-\sum_{j\le N}\varphi_j(\mathbf r)\int\frac{\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'\equiv(\hat K\varphi_i)(\mathbf r). \tag{1}$$

With $u_i\varphi_i=\hat K\varphi_i$, $X_{ji}=\langle\varphi_j|v-\hat K|\varphi_i\rangle$, $d_i=X_{ii}$ and $\hat P_i$ projecting on level $\varepsilon_i$, the orbital shifts $\psi_i$ obey (5). A change $\delta v_s$ gives (3), with $-4$ when both spins of a closed shell vary. The OEP equation is (4).

$$\delta E=-2\int\delta v_s\,S\,d^3r,\qquad S(\mathbf r)=\mathrm{Re}\sum_{i\le N}\varphi_i^*\psi_i. \tag{3}$$

$$S(\mathbf r)=0\quad\text{for all }\mathbf r. \tag{4}$$

$$(h-\varepsilon_i)\psi_i=-\,[\,v-u_i-d_i\,]\,\varphi_i,\qquad \hat P_i\psi_i=0. \tag{5}$$

At fixed orbitals $S[v+\eta]=S[v]-\chi\eta$. For any $v$,

$$n_i\,(v-u_i-d_i)=\tfrac12\nabla\cdot\left(\varphi_i^*\nabla\psi_i-\psi_i\nabla\varphi_i^*\right). \tag{6}$$

$$\mathcal K[v]=\frac1n\sum_{i\le N}n_i\left(\mathrm{Re}\,u_i+\bar v_i-\bar u_i\right),\qquad \mathbf J=\mathrm{Re}\sum_{i\le N}\psi_i\nabla\varphi_i^* . \tag{7}$$

$$n\,\big(v-\mathcal K[v]\big)=\tfrac12\nabla^2S-\nabla\cdot\mathbf J. \tag{8}$$

$$\mathcal K[v]+D[v]=v-\frac1{2n}\nabla^2S[v]. \tag{10}$$

At the OEP,

$$v=\mathcal K[v]+D,\qquad D=-\frac1n\nabla\cdot\mathbf J=-\frac1n\,\mathrm{Re}\,\nabla\cdot\sum_{i\le N}\psi_i\nabla\varphi_i^*. \tag{9}$$

$$\int_{r<\mathcal R}nD\,d^3r=-\oint\mathbf J\cdot d\mathbf A\;\longrightarrow\;0\qquad(\mathcal R\to\infty), \tag{11}$$

$$v^{\rm KLI}=\mathcal K[v^{\rm KLI}] \tag{12}$$

With $v_{\rm Sl}=\frac1n\,\mathrm{Re}\sum_i\varphi_i^*\hat K\varphi_i$ and, at OEP orbitals, $\delta=v^{\rm OEP}-v^{\rm KLI}$,

$$\sum_i(\delta_{ji}-M_{ji})\,d_i=\bar v_{{\rm Sl},j}-\bar u_j+\bar D_j,\qquad M_{ji}=\int\frac{n_jn_i}{n}\,d^3r. \tag{13}$$

$$\delta=D+\sum_i\frac{n_i}n\,\bar\delta_i,\qquad\sum_i(\delta_{ji}-M_{ji})\,\bar\delta_i=\bar D_j,\qquad\bar\delta_N=0. \tag{14}$$

For $N=2$,

$$\bar\delta_1=\frac{\bar D_1}{1-M_{11}}=\frac{\bar D_1}{M_{12}}. \tag{15}$$

The occupied part of $\psi_i$, with coefficients $a_{ji}=-X_{ji}/(\varepsilon_j-\varepsilon_i)=-a_{ij}^*$, gives (16); the empty-state part gives $D^{\rm virt}$.

$$nD^{\rm occ}=\sum_{i\ne j}X_{ji}\,\varphi_i^*\varphi_j. \tag{16}$$

The virial relation is

$$\int v\,(3n+\mathbf r\cdot\nabla n)\,d^3r-E_x=2\int(2v_s+\mathbf r\cdot\nabla v_s)\,S\,d^3r. \tag{17}$$

For $s$ shells, $\varphi_i=f_i/(\sqrt{4\pi}\,r)$, $\psi_i=p_i/(\sqrt{4\pi}\,r)$, $\rho=4\pi r^2n$, $s=4\pi r^2S$:

$$\rho\,(v-\mathcal K[v])=\frac12\frac d{dr}\Big(s'-\frac{2s}r\Big)-\frac d{dr}\sum_i\Big(p_if_i'-\frac{p_if_i}r\Big), \tag{18}$$

Setting $d_N=0$ gives $v\to-1/r$ at large $r$.

Example: beryllium, $1s^22s^2$, $Z=4$, $N=2$ per spin, orbitals $1=1s$, $2=2s$, both positive near the nucleus; Legendre–Gauss–Lobatto collocation of degree $128$ on $r=L(1+x)/(1-x+2L/R)$, $L=2.0$ bohr, wall at $R=20.0$ bohr. The OEP was found from $S=0$ without (9); $D$ was computed from the shifts.

### Validation

A Hartree–Fock calculation on the same grid gave $-14.573023$ Ha, and a separate calculation in an even-tempered Gaussian $s$ basis gave the same six decimals. The total energies are ordered as the variational spaces require:

| method | $E$ (Ha) | $E$ (eV) |
|---|---|---|
| HF | $-14.573023$ | $-396.55216$ |
| OEP | $-14.572433$ | $-396.53609$ |
| KLI | $-14.572282$ | $-396.53200$ |

The differences, taken before rounding, are $E^{\rm OEP}-E^{\rm HF}=0.000591$ Ha ($0.01607$ eV) and $E^{\rm KLI}-E^{\rm OEP}=0.000150$ Ha ($0.00409$ eV).

The sign and the factor in (3) were tested by perturbing $v_s\to v_s+\lambda g$ for both spins, with $g=\exp[-(r-1)^2/0.3]$ Ha ($r$ in bohr), and taking a central difference of $E$ with step $10^{-3}$. At the self-consistent KLI potential the difference quotient is $-4.464405\times10^{-3}$ Ha and $-4\int gS\,d^3r=-4.464323\times10^{-3}$ Ha. They differ by $-8.2\times10^{-8}$ Ha. At the OEP the quotient is $-7.8\times10^{-8}$ Ha where zero is expected. A central difference with step $\lambda$ has the leading error $\lambda^2E'''/6$, which would be nearly the same at two nearby potentials. The two residues are consistent with this, but the step was not varied to test it. The largest value of $4\pi r^2|S|$ is $2.400\times10^{-3}$ bohr$^{-1}$ for KLI and $1.3\times10^{-17}$ bohr$^{-1}$ for the OEP.

Identity (18) was tested with the arbitrary potential $v=-1/(1+r)$ in the source, and its two sides agree to $1.5\times10^{-10}$ Ha/bohr at every grid point. At the OEP, $\rho(v-\mathcal K[v])$ from the directly solved potential and $\rho D$ from the shifts agree to $1.6\times10^{-11}$ Ha/bohr. This pointwise agreement is the real test of (9). The computed $\int nD\,d^3r=2.1\times10^{-18}$ Ha tests much less, because Lobatto quadrature integrates a collocation derivative exactly to the difference of its end values. With the constant fixed by $d_2=0$ alone, $rv^{\rm OEP}=-1.000000$ Ha bohr at $r=11.748$ bohr, which confirms the asymptotic argument. The virial residual (17), summed over both spins, is zero to six decimals for the OEP ($E_x=-2.665773$ Ha) and $-0.021201$ Ha ($-0.57692$ eV) for KLI ($E_x=-2.667189$ Ha). In magnitude that is $0.021201/0.000150\approx141$ times the error of the total energy.

### Size and shape of the dropped term

The shifts are small, $\|\psi_1\|=0.006687$ and $\|\psi_2\|=0.006302$, but in $D$ they are multiplied by orbital gradients, differentiated and divided by $n$. For one spin, $\int n|D|\,d^3r=0.0199$ Ha ($0.54$ eV; the integrand has kinks at the zeros of $D$, so quadrature on the grid nodes gives only three reliable digits), and the root mean square with weight $n/2$ is $0.017208$ Ha ($0.468$ eV).

| $r$ (bohr) | $D$ (Ha) | $D$ (eV) | $D^{\rm occ}$ (Ha) |
|---|---|---|---|
| 0.25 | $0.00630$ | $0.1716$ | $0.00616$ |
| 0.50 | $-0.01705$ | $-0.4638$ | $0.00260$ |
| 0.75 | $0.01186$ | $0.3226$ | $-0.00730$ |
| 0.90 | $0.07546$ | $2.0533$ | $-0.01538$ |
| 1.05 | $0.05793$ | $1.5763$ | $-0.01857$ |
| 1.25 | $-0.01918$ | $-0.5218$ | $-0.01375$ |
| 1.50 | $-0.02377$ | $-0.6469$ | $-0.00698$ |
| 2.10 | $-0.00267$ | $-0.0728$ | $-0.00132$ |
| 3.00 | $-0.00006$ | $-0.0016$ | $-0.00014$ |

$D$ changes sign three times among these radii, as a function with zero weighted average must do at least once. It is largest where the density passes from the $1s$ to the $2s$ shell and has almost disappeared at $3$ bohr. The next table gives the two potentials, both built from the OEP orbitals, and the $1s$ fraction of the density.

| $r$ (bohr) | $r$ (Å) | $v^{\rm OEP}$ (Ha) | $v^{\rm KLI}$ (Ha) | $n_1/n$ |
|---|---|---|---|---|
| 0.25 | 0.1323 | $-2.18795$ | $-2.24099$ | 0.9718 |
| 0.50 | 0.2646 | $-1.26741$ | $-1.29822$ | 0.9951 |
| 0.75 | 0.3969 | $-0.66159$ | $-0.71961$ | 0.9599 |
| 0.90 | 0.4763 | $-0.38843$ | $-0.50146$ | 0.7812 |
| 1.05 | 0.5556 | $-0.32527$ | $-0.40590$ | 0.4720 |
| 1.25 | 0.6615 | $-0.41417$ | $-0.40285$ | 0.1634 |
| 1.50 | 0.7938 | $-0.43662$ | $-0.41460$ | 0.0365 |
| 2.10 | 1.1113 | $-0.38458$ | $-0.38196$ | 0.0013 |
| 3.00 | 1.5875 | $-0.30975$ | $-0.30970$ | 0.0000 |

The OEP has a bump between the shells: it falls from $-0.32527$ Ha at $1.05$ bohr to $-0.43662$ Ha at $1.50$ bohr, a drop of $0.11135$ Ha or $3.03$ eV. KLI keeps a much weaker one: from $-0.40285$ Ha at $1.25$ bohr to $-0.41460$ Ha at $1.50$ bohr the drop is $0.01175$ Ha or $0.32$ eV. Both drops are larger when measured from the true maximum to the true minimum: about $0.119$ Ha ($3.2$ eV) for the OEP, whose maximum lies near $1.01$ bohr, and about $0.018$ Ha ($0.50$ eV) for KLI, whose maximum lies near $1.14$ bohr. Most of the bump comes from $D$.

### The amplified shift of the core region

The orbital averages are $\bar D_1=+0.002380$ Ha and $\bar D_2=-0.002380$ Ha ($\pm0.06476$ eV). They cancel, as solvability of (14) requires, and neither vanishes. The matrix elements are $M_{11}=0.950518$ and $M_{12}=0.049482$, which add to $1.000000$. Equation (15) gives
$$
\bar\delta_1=\frac{0.002380}{0.049482}\ \text{Ha}=0.0481\ \text{Ha},
$$
and the unrounded value is $0.048094$ Ha $=1.30870$ eV. The amplification factor is $1/0.049482=20.2$. Direct integration of $n(v^{\rm OEP}-v^{\rm KLI})$ gives the same $0.048094$ Ha, so the weighted average of the true difference is far from zero. The constants agree as well: $d_1^{\rm OEP}-d_1^{\rm KLI}=0.606401-0.558308=0.048093$ Ha at OEP orbitals.

Equation (14) can be checked from the tables. At $r=0.90$ bohr,
$$
v^{\rm OEP}-v^{\rm KLI}=-0.38843+0.50146=0.11303\ \text{Ha},
$$
$$
D+\frac{n_1}n\bar\delta_1=0.07546+0.7812\times0.048094=0.07546+0.03757=0.11303\ \text{Ha}.
$$
At $r=0.50$ bohr the difference is $-1.26741+1.29822=+0.03081$ Ha although $D=-0.01705$ Ha, because the second term is $0.9951\times0.048094=0.04786$ Ha. In the core the indirect term dominates and here reverses the sign. Adding $D$ to a converged KLI potential without solving (13) again would move the potential at this radius in the wrong direction.

The eigenvalues follow the same pattern. To first order at fixed orbitals, going from OEP to KLI exchange lowers $\varepsilon_1$ by $\bar\delta_1=0.048094$ Ha and leaves $\varepsilon_2$ unchanged. The self-consistent values are $\varepsilon_1=-4.125699$ Ha (OEP) and $-4.166842$ Ha (KLI), a lowering of $0.041143$ Ha or $1.12$ eV, and $\varepsilon_2=-0.309228$ Ha and $-0.308853$ Ha, a rise of $0.000375$ Ha. Relaxation of the orbitals, the Hartree potential and the KLI constant ($d_1=0.561991$ Ha at self-consistency) accounts for the remainder. The meaning of $d_i$ is visible in these numbers. The expectation value of the Fock operator is $\langle\varphi_i|h-v+\hat K|\varphi_i\rangle=\varepsilon_i-d_i$. For the OEP $1s$ orbital this is $-4.125699-0.606401=-4.732100$ Ha, close to the Hartree–Fock eigenvalue $-4.732670$ Ha, and for $2s$, with $d_2=0$, it is $-0.309228$ Ha against $-0.309270$ Ha.

### The occupied part

The off-diagonal element is $X_{21}=0.018602$ Ha ($0.50618$ eV). With $\varepsilon_2-\varepsilon_1=-0.309228+4.125699=3.816471$ Ha,
$$
a_{21}=-\frac{0.018602}{3.816471}=-0.004874 ,
$$
which matches the computed overlaps $\langle2s|\psi_1\rangle=-0.004874$ and $\langle1s|\psi_2\rangle=+0.004874$, equal and opposite as $a_{ij}=-a_{ji}^*$ demands. The virtual parts have norms $\sqrt{0.006687^2-0.004874^2}=0.00458$ and $\sqrt{0.006302^2-0.004874^2}=0.00399$, so the occupied component is the larger part of each shift. It was confirmed numerically that its divergence equals $\rho D^{\rm occ}=2X_{21}f_1f_2$, as (16) states for two real orbitals. This function changes sign only at the $2s$ node, which the table places between $0.50$ and $0.75$ bohr.

The numbers do not support the expectation that restoring the occupied part recovers most of $D$. The integrals are $\int n|D^{\rm occ}|\,d^3r=0.0082$ Ha and $\int n|D^{\rm virt}|\,d^3r=0.0194$ Ha, against $0.0199$ Ha for the whole. At $0.25$ bohr $D^{\rm occ}$ and $D$ are nearly equal ($0.00616$ and $0.00630$ Ha), but only because the two curves cross near this radius: at $0.50$ bohr they already differ in sign, and close to the nucleus $D^{\rm occ}$ is only about half of $D$. At the listed radii from $1.25$ to $3.00$ bohr $D^{\rm occ}$ has the sign of $D$. At the shell boundary it has the opposite sign: at $0.90$ bohr, $D^{\rm virt}=0.07546+0.01538=0.09084$ Ha, larger than $D$ itself. The part of $D$ that builds the intershell bump is $D^{\rm virt}$, which both KLI and LHF drop. These values were evaluated at the OEP solution, and a self-consistent LHF potential was not computed.

## Conditions under which the derivation changes

A nonlocal pseudopotential $\hat V_{\rm nl}$ in $h$ breaks the step before (6). The extra term $\varphi_i^*\hat V_{\rm nl}\psi_i-\psi_i(\hat V_{\rm nl}\varphi_i)^*$ is not zero pointwise. It integrates to zero because $\hat V_{\rm nl}$ is Hermitian, so the average statement survives, but (9) acquires a term that is not a local divergence and must be kept in a pointwise check. A vector potential makes the kinetic operator complex. The conjugated orbital equation then differs from the original one, and each gradient in (6) must be replaced by the corresponding covariant derivative.

In a finite basis, (5) holds only after projection on the basis. The pointwise relations (6), (8) and (9) are then violated by the basis-set residual, which the second derivatives and the factor $1/n$ enlarge. If the orbital basis is too small to respond to some component $\eta$ of the potential basis, $\chi$ acquires spurious near-null vectors and $S\approx0$ no longer determines $v$.

Without a gap, or with fractional occupations that respond to $v_s$, the variation (3) gains terms from the change of occupation numbers. With a partly filled degenerate level, mixing inside the level changes the energy and cannot be dropped from $\delta\varphi_i$.

For a global hybrid with exchange fraction $a$ and a density-dependent remainder $v_{\rm loc}$, the derivative (1) becomes $(a\hat K+v_{\rm loc})\varphi_i$. All equations are linear in the source, so at fixed orbitals the potential is $av+v_{\rm loc}$, and the shifts and $D$ scale with $a$. For a general functional of the occupied orbitals, with $u_i\varphi_i=\delta E_{xc}/\delta\varphi_i^*$, equations (5) to (15) hold unchanged as far as they do not use the explicit Fock form, as the $-1/r$ limit does, provided the occupied levels are nondegenerate or the functional is invariant under mixing inside each degenerate level. Otherwise that mixing changes the energy, the block of $X$ inside the level need not be Hermitian, and the steps leading to (5) fail. If the functional is not invariant under unitary mixing of the occupied orbitals, $\langle\varphi_j|u_i\varphi_i\rangle$ is not a Hermitian matrix, the occupied pairs no longer cancel in $S$, and the split leading to (16) loses its meaning. Functionals that depend on eigenvalues or on empty orbitals add further terms to (3), and (4) is then no longer the stationarity condition.

## Values computed for the example and the checks

```
1 Ha = 27.211386 eV, 1 bohr = 0.529177 angstrom
inputs: Z=4, N=128, L=2.0 bohr, R=20.0 bohr = 10.5835 angstrom
E HF grid                             -14.573023 Ha    -396.55216 eV
E HF Gaussian                         -14.573023 Ha    -396.55216 eV
E OEP                                 -14.572433 Ha    -396.53609 eV
E KLI                                 -14.572282 Ha    -396.53200 eV
E OEP - E HF                            0.000591 Ha       0.01607 eV
E KLI - E OEP                           0.000150 Ha       0.00409 eV
eps 1s HF                              -4.732670 Ha    -128.78251 eV
eps 2s HF                              -0.309270 Ha      -8.41565 eV
eps 1s OEP                             -4.125699 Ha    -112.26600 eV
eps 2s OEP                             -0.309228 Ha      -8.41452 eV
eps 1s KLI                             -4.166842 Ha    -113.38555 eV
eps 2s KLI                             -0.308853 Ha      -8.40433 eV
Ex OEP                                 -2.665773 Ha     -72.53938 eV
Ex KLI                                 -2.667189 Ha     -72.57792 eV
virial - Ex, OEP                       -0.000000 Ha      -0.00000 eV
virial - Ex, KLI                       -0.021201 Ha      -0.57692 eV
d_1s OEP                                0.606401 Ha      16.50102 eV
d_1s KLI, OEP orbitals                  0.558308 Ha      15.19232 eV
d_1s KLI, self-consistent               0.561991 Ha      15.29255 eV
Dbar 1s                                 0.002380 Ha       0.06476 eV
Dbar 2s                                -0.002380 Ha      -0.06476 eV
deltabar 1s = Dbar1/(1-M11)             0.048094 Ha       1.30870 eV
int n (vOEP-vKLI), direct               0.048094 Ha       1.30870 eV
int n|D| (one spin)                     0.019951 Ha       0.54290 eV
rms D, weight n/2                       0.017208 Ha       0.46826 eV
<2s|v-K|1s>                             0.018602 Ha       0.50618 eV
int n|D_occ|                            0.008227 Ha       0.22388 eV
int n|D_virt|                           0.019387 Ha       0.52756 eV
int n D = 2.1e-18 Ha;  M11 = 0.950518, M12 = 0.049482
norm psi_1s = 0.006687, psi_2s = 0.006302
<2s|psi_1s> = -0.004874, <1s|psi_2s> = 0.004874
test direction g(r) = exp(-(r-1)^2/0.3) Ha, r in bohr, step 1e-3
dE/dlambda KLI: finite diff -4.464405e-03 Ha, -4 int gS -4.464323e-03 Ha
dE/dlambda OEP: finite diff -7.8e-08 Ha
max 4pi r^2|S|: KLI 2.400e-03, OEP 1.3e-17 1/bohr
max error: theorem 1.6e-11, general identity 1.5e-10 Ha/bohr
r v_OEP at r = 11.748 bohr: -1.000000 Ha bohr
r/bohr r/angstrom vOEP/Ha vKLI(OEP orb)/Ha D/Ha D_occ/Ha D/eV n1s/n
 0.25  0.1323  -2.18795  -2.24099   0.00630   0.00616   0.1716  0.9718
 0.50  0.2646  -1.26741  -1.29822  -0.01705   0.00260  -0.4638  0.9951
 0.75  0.3969  -0.66159  -0.71961   0.01186  -0.00730   0.3226  0.9599
 0.90  0.4763  -0.38843  -0.50146   0.07546  -0.01538   2.0533  0.7812
 1.05  0.5556  -0.32527  -0.40590   0.05793  -0.01857   1.5763  0.4720
 1.25  0.6615  -0.41417  -0.40285  -0.01918  -0.01375  -0.5218  0.1634
 1.50  0.7938  -0.43662  -0.41460  -0.02377  -0.00698  -0.6469  0.0365
 2.10  1.1113  -0.38458  -0.38196  -0.00267  -0.00132  -0.0728  0.0013
 3.00  1.5875  -0.30975  -0.30970  -0.00006  -0.00014  -0.0016  0.0000
```
